The silicon vacancy as a defect molecule: tetragonal distortion and negative U

**Definitions and conventions**

A vacancy in silicon leaves four neighbouring atoms, each with one dangling sp3 orbital pointing into the empty site. Call the orbitals a, b, c, d. With the vacancy at the origin and lattice constant L, the atoms sit at (L/4)s, where the sign vectors s are

a: (1, 1, 1), b: (−1, −1, 1), c: (1, −1, −1), d: (−1, 1, −1).

The defect molecule keeps these four orbitals and treats the rest of the crystal as an elastic support. The orbitals are taken as orthonormal, and their common site energy is the zero of one-electron energy. Between atoms i and j the Hamiltonian element is −t_ij, with t_ij > 0. In the undistorted molecule all six t_ij equal t.

The neutral vacancy V0 has four electrons, V+ three and V++ two. Two electrons always fill the lowest level, as shown below. The number left over is n, so n = 0, 1, 2 for V++, V+, V0. Energies are in eV and lengths in Å.

The question is how the distortion energy depends on n, and when it outweighs the repulsion U between two electrons. The answer for n = 0, 1, 2 is a relaxation energy n²E1, and an effective repulsion U − 2E1. The square law stops at n = 2, and the effective repulsion is negative only if 2E1 > U.

**Levels of the four-site molecule**

It costs nothing to allow opposite edges of the tetrahedron to have their own hopping: p for ab and cd, q for ac and bd, r for ad and bc. Four combinations are then eigenstates whatever p, q, r are:

a1 = (a + b + c + d)/2
x = (a − b + c − d)/2
y = (a − b − c + d)/2
z = (a + b − c − d)/2

To see this, apply the Hamiltonian to a vector v. Its component on atom a is −(p v_b + q v_c + r v_d), and the other components follow the same pattern. Inserting the signs gives

ε(a1) = −p − q − r
ε(x) = p − q + r
ε(y) = p + q − r
ε(z) = −p + q + r

Limit p = q = r = t: one level at −3t and three at +t. The first is the a1 level, the threefold one is t2. With t = 0.40 eV they lie at −1.20 and 0.40 eV.

**Simplest case: one electron, one coordinate**

A degenerate level holding one electron can lower its energy by a distortion that splits it. Take the tetragonal displacement

u = Q(−s_x, −s_y, 2s_z)/√24

for each atom. The squared displacements sum to Q² · 4 · 6/24 = Q², so Q is a normalised coordinate.

The change of an edge length is, to first order, the relative displacement projected on the edge. For ab the relative displacement is Q(−2, −2, 0)/√24 and the edge direction is (1, 1, 0)/√2, so

Δ(ab) = −4Q/√48 = −Q/√3.

For ac they are Q(0, −2, 4)/√24 and (0, 1, 1)/√2, so

Δ(ac) = 2Q/√48 = Q/(2√3).

By symmetry cd behaves as ab, and the other three edges as ac. For Q > 0 the atoms form two closer pairs.

Let the hopping fall linearly with distance, with slope −α. Then

p = t + αQ/√3, q = r = t − αQ/(2√3).

The sum p + q + r stays 3t, so the a1 level does not move. The t2 levels become

ε(z) = −p + 2q = t − 2αQ/√3 = t − FQ
ε(x) = ε(y) = p = t + FQ/2

with F = 2α/√3. The mean t2 energy is unchanged.

The lattice resists with energy KQ²/2. One electron in z gives

W(Q) = KQ²/2 − FQ.

Setting dW/dQ = KQ − F = 0 gives Q = F/K and the energy −F²/(2K). The one-electron Jahn–Teller energy is therefore

E1 = F²/(2K) = 2α²/(3K).

With α = 1.00 eV/Å and K = 4.00 eV/Å², F = 1.155 eV/Å and E1 = 1.333/8 = 0.167 eV.

**Two electrons in the same orbital**

Both electrons of V0 can occupy z with opposite spins. Each pulls with force F, so for n = 0, 1, 2

W(Q) = KQ²/2 − nFQ = (K/2)(Q − nF/K)² − n²F²/(2K).

The minimum is at Q_n = nF/K, with relaxation energy

n²F²/(2K) = n²E1.

The square has a simple origin: the second electron doubles the force, and the doubled force also doubles the displacement through which it acts. Numerically:

n = 1: Q = 0.289 Å, paired edges shorter by 0.167 Å, t2 splitting 0.50 eV, relaxation 0.167 eV.
n = 2: Q = 0.577 Å, paired edges shorter by 0.333 Å, t2 splitting 1.00 eV, relaxation 0.667 eV.

The completed square also covers quantum nuclei. The linear force shifts the oscillator without changing its frequency, so the zero-point energy of this tetragonal mode is the same for every n and drops out of the relaxation energy. The trigonal modes discussed below do change frequency with n; their zero-point energy is left out here. For the silicon mass the vibrational quantum is 24 meV, about one seventh of E1.

**Where the square law ends**

A third electron cannot enter z. Before counting it, include the second member of the E pair of distortions,

u = Q′(s_x, −s_y, 0)/√8.

The same projection gives no change for ab and cd, −Q′/2 for ac and bd, and +Q′/2 for ad and bc. Hence q rises by αQ′/2 and r falls by αQ′/2. Since α = (√3/2)F, the level shifts are

δε(z) = −FQ
δε(x) = FQ/2 − (√3/2)FQ′
δε(y) = FQ/2 + (√3/2)FQ′

The forces in the (Q, Q′) plane are minus the gradients:

f_z = F(1, 0), f_x = F(−1/2, √3/2), f_y = F(−1/2, −√3/2).

They have equal length and stand at 120°, so the product of any two is −F²/2. For occupations n_x, n_y, n_z the total force is f = n_x f_x + n_y f_y + n_z f_z, and the relaxation energy f²/(2K) is

E_rel = E1(n_x² + n_y² + n_z² − n_x n_y − n_y n_z − n_z n_x).

Each cross term carries 2 · (−1/2) = −1. Filling the orbitals two at a time gives

n = 0, 1, 2, 3, 4, 5, 6
E_rel/E1 = 0, 1, 4, 3, 4, 1, 0.

Numerical minimisation of the filled four-site levels over both coordinates gives the same seven values. At n = 6 the t2 shell is full, the three forces cancel, and no distortion remains. For n = 3 a purely tetragonal distortion has force 2F − F/2 = 3F/2 and gains 9/4 E1; adding Q′ raises this to 3E1. So the square of the occupation is the law for one orbital being filled, not for the whole t2 shell.

**Repulsion between the t2 electrons**

Let two electrons on one site repel with U_d, and on two different sites with V_d. These are effective values: they include the screening by the crystal and the energy gained by uniform breathing of the four atoms, which lowers the repulsion of every pair of t2 electrons by the same amount, as an equal lowering of U_d and V_d would (its different effect on pairs involving a1 goes into the constant ε introduced below). Every t2 orbital has weight 1/4 on each atom, so two electrons in z repel with

U = Σ_ij (1/4)(1/4)V_ij = (4U_d + 12V_d)/16 = (U_d + 3V_d)/4.

Here V_ii = U_d, and there are 12 ordered pairs of different sites. Electrons in two different t2 orbitals have the same direct repulsion, because the densities are the same. Their exchange integral contains the products z_i x_i = ±1/4, whose signs σ_i sum to zero. Then Σ_{i≠j} σ_i σ_j = 0 − 4 = −4, and

J = (4U_d − 4V_d)/16 = (U_d − V_d)/4.

With U_d = 0.40 eV and V_d = 0.20 eV, U = 0.25 eV and J = 0.05 eV.

The pairing in z must be checked against Hund's rule. A triplet with one electron each in z and x has energy U − J − E1, since the relaxation formula gives 1 + 1 − 1 = 1. The paired singlet has U − 4E1. To first order in the repulsion the singlet is lower by

3E1 − J = 0.50 − 0.05 = 0.45 eV.

This estimate needs J to be small against the cost of moving the pair from z to x or y at Q_2, which is twice the t2 splitting, or 2.00 eV. As J grows towards that size the paired configurations mix and the occupation of z falls below 2. The n² law then fails at n = 2 well before J reaches the full cost.

**Distortion against repulsion**

Each t2 electron also repels the two a1 electrons. To first order this is the same for every t2 electron, so it goes into a constant ε, the energy of the first t2 electron before tetragonal relaxation, measured from the valence band edge. Relative to V++,

E(n) = nε + Un(n − 1)/2 − n²E1, n = 0, 1, 2.

The effective repulsion is the energy needed to turn two V+ into one V0 and one V++:

U_eff = E(2) + E(0) − 2E(1)
= (2ε + U − 4E1) − 2(ε − E1)
= U − 2E1.

For the example, U_eff = 0.250 − 0.333 = −0.083 eV, or −83 meV. Two separate V+ centres relax by 2E1 in total, one V0 by 4E1. The difference more than pays for the repulsion.

Two cases show the condition. If the tetragonal and trigonal modes both become very stiff at fixed U and J, then E1 → 0, no distortion remains, and ordinary repulsion returns. The pair is then no longer held in z. Without distortion the lowest two-electron repulsion is U − J, as in the triplet, so U_eff tends to U − J, here 0.20 eV, and not to U. Stiffening the tetragonal modes alone does not give this limit: a trigonal distortion then takes over, and with the trigonal stiffness (discussed below) held at 8 eV/Å² U_eff is about 0.14 eV. At U = 2E1, here 0.333 eV, the two effects balance. A quadratic relaxation energy is thus not enough by itself; its size matters.

**Charge states and donor levels**

Electrons come from a reservoir at Fermi energy E_F. The first is captured when E_F exceeds E(1) − E(0), the second when E_F exceeds E(2) − E(1):

level (+/++) = ε − E1 = 0.300 − 0.167 = 0.133 eV
level (0/+) = ε + U − 3E1 = 0.300 + 0.250 − 0.500 = 0.050 eV

V+ would be the ground state for E_F between the first value and the second. Because the order is inverted, no such range exists. The vacancy passes directly from V++ to V0 where E(2) = 2E_F, which is at the mean of the two levels, 0.092 eV.

As a contrasting case, keep everything fixed but raise U to 0.40 eV. Then U − 2E1 = 0.067 eV, and a scan of the Fermi level finds V+ stable over a range of that width.

The negative value does not continue to the next electron. With J neglected and the relaxation energies 1, 4, 3 for n = 1, 2, 3,

E(3) + E(1) − 2E(2) = U − (3 + 1 − 8)E1 = U + 4E1 = 0.92 eV.

**Finite temperature**

In equilibrium some V+ is present. V++ has one state. V+ has three distortion axes and two spins, giving 6, and the singlet V0 has three axes. Assume equal vibrational frequencies in all charge states. The ratio of V+ to the other two is

6e^{−(E(1) − E_F)/kT} / (1 + 3e^{−(E(2) − 2E_F)/kT}).

As E_F varies, this is largest when the two terms in the denominator are equal, so that 3e^{−(E(2) − 2E_F)/kT} = 1. Hence e^{E_F/kT} = e^{E(2)/2kT}/√3, and the ratio becomes

r = √3 e^{−(E(1) − E(2)/2)/kT} = √3 e^{−|U_eff|/(2kT)},

because E(0) = 0 makes E(1) − E(2)/2 = −U_eff/2. The largest V+ fraction is r/(1 + r).

At 77 K, kT = 6.6 meV and the fraction is 0.3 %. At 20 K it is about 5 × 10⁻¹¹. These values depend strongly on the assumption of equal frequencies. For K_T = 2K (the trigonal stiffness discussed below), the zero-point energy of the trigonal modes raises U_eff by about 14 meV, which multiplies the fraction by about 3 at 77 K and 60 at 20 K. This estimate uses one-electron curvatures at fixed t; with electron correlation included the shift is about 18 meV and the factors are about 4 and 200. At 20 K equilibrium V+ is negligible either way, although V+ made by other means may persist if its conversion is slow; rates are outside this energy balance.

**What the model leaves out, in numbers**

*Electron correlation.* The formulas use one configuration for each charge state. Diagonalising the complete four-site many-electron problem, and minimising over Q, gives U_eff = −0.086 eV instead of −0.083 eV. The singlet lies 0.454 eV below the triplet instead of 0.45 eV. Correlation within these four orbitals is a small correction here.

*Curvature of the hopping.* Add βΔ²/2 to the linear law for each edge change Δ. The z level then gains

(β/2)(−1/3 + 1/12 + 1/12)Q² = −βQ²/12

per electron. If K is defined as the stiffness for n = 0, it becomes K − nβ/6, and the relaxation energy is

n²F²/[2(K − nβ/6)].

This grows faster than n² for β > 0. With a trial value β = 1 eV/Å², U_eff moves from −0.083 to −0.129 eV. An exponential hopping law with the same t and α has a larger curvature, β = α²/t = 2.5 eV/Å², and here it removes the V0 well altogether. With first-order edge changes the four electrons have energy 2ε(a1) + 2ε(z) = −4p, so the slope of the total energy is

(K + β)Q − (4α/√3)e^{αQ/(√3t)}.

It can reach zero only if K > (4e/3 − 1)α²/t, about 6.6 eV/Å², while K is 4.00 eV/Å². The numbers in this text therefore belong to the linear law. An exponential law would need a smaller α or a stiffer lattice.

The geometry adds a curvature of its own. For the four longer edges the relative displacement has a part perpendicular to the edge, of squared length 20Q²/24 − Q²/12 = 3Q²/4. With edge length ℓ = 3.84 Å this lengthens each of them by a further 3Q²/(8ℓ), and the z level falls by 3αQ²/(4ℓ) per electron. With K again defined at n = 0, the stiffness becomes K − 3nα/(2ℓ), and for β = 0 U_eff moves to about −0.21 eV. The square law is the leading, linear-coupling result.

*Breathing.* A uniform inward or outward motion shifts all t2 levels together. With displacements Q_b s/√12 every edge changes by √(2/3)Q_b. The electrons have energy −6t + nt, so the force is proportional to n − 6, and the relaxation is −(n − 6)²(2α²/3)/(2K_b). The second difference of (n − 6)² is 2, so breathing contributes −2α²/(3K_b) to the effective repulsion. For K_b = K this is −0.167 eV, as large as E1. It is not added to the result above, because U is defined here as already containing it. At K_b = K each added t2 electron would also lengthen every edge by 0.17 Å and lower t by 0.17 eV; this text holds t fixed, which affects the trigonal condition and the zero-point estimate.

*Trigonal distortion.* The tetragonal shape has been assumed. Consider a T2 coordinate that lengthens ad by q and shortens bc by q. It leaves the level energies unchanged to first order but mixes z with x, and a1 with y, each with matrix element of size αq. The gaps are 3FQ_n/2 = 3nE1 and 4t + FQ_n/2 = 4t + nE1. Second-order perturbation theory lowers the energy by

α²q²[n/(3nE1) + 2/(4t + nE1)].

Since 1/(3E1) = K/(2α²), stability against the elastic cost K_T q²/2 requires

K_T/K > 1 + 4α²/[K(4t + nE1)].

This is 1.57 for n = 1 and 1.52 for n = 2, in agreement with the numerical curvature of the filled levels. At K_T = 2K, a search over all five E and T2 coordinates from 14 random starts found no energy below the tetragonal one. The model does not supply K_T, so the tetragonal symmetry is an input.

**Beside real silicon**

The silicon vacancy is a known negative-U centre, with tetragonal V+ and V0 and donor levels at roughly 0.13 and 0.05 eV above the valence band edge. The parameters were chosen to lie in this regime, so the agreement of the levels is not a prediction. The slope α is steep: at n = 2 the hopping across a short edge rises from 0.40 to 0.73 eV, which stretches a linear law. In the crystal the defect orbitals also spread beyond four atoms, and α, K and U must be read as effective values. The curvature estimates show the sensitivity: the trial β shifts U_eff by more than half of |U_eff|, and the edge geometry shifts it by more than |U_eff| itself. The sign of U_eff rests on a difference of two larger energies, and predicting it for the real defect would need that difference to better than about 0.08 eV.

Computed values

```
hopping t = 0.40 eV
hopping slope alpha = 1.00 eV/angstrom
E-mode stiffness K = 4.00 eV/angstrom^2
site repulsion U_d = 0.40 eV, intersite V_d = 0.20 eV
first-electron t2 energy eps above valence edge = 0.30 eV
lattice constant (rough) = 5.43 angstrom, edge = 3.84 angstrom
a1 level = -1.20 eV, t2 level = 0.40 eV (site energy = 0)
force F per t2 electron = 1.1547 eV/angstrom
one-electron Jahn-Teller energy E1 = 0.1667 eV
n=1: Q = 0.2887 angstrom, short edges contract by 0.1667 angstrom
n=1: t2 splitting = 0.5000 eV
n=2: Q = 0.5774 angstrom, short edges contract by 0.3333 angstrom
n=2: t2 splitting = 1.0000 eV
n=0: relaxation = -0.0000 eV = -0.000 E1
n=1: relaxation = 0.1667 eV = 1.000 E1
n=2: relaxation = 0.6667 eV = 4.000 E1
n=3: relaxation = 0.5000 eV = 3.000 E1
n=4: relaxation = 0.6667 eV = 4.000 E1
n=5: relaxation = 0.1667 eV = 1.000 E1
n=6: relaxation = -0.0000 eV = -0.000 E1
n=3, tetragonal only: relaxation = 0.3750 eV = 2.250 E1
repulsion U = 0.2500 eV, exchange J = 0.0500 eV
U from exact diagonalisation, first order = 0.2500 eV
U-J from exact diagonalisation, first order = 0.2000 eV
U_eff = U - 2 E1 = -0.0833 eV
level (+/++) above valence edge = 0.1333 eV
level (0/+) above valence edge = 0.0500 eV
level (0/++) above valence edge = 0.0917 eV
Fermi window of V+ = 0.0000 eV
control U = 0.40 eV: Fermi window of V+ = 0.0667 eV
E(3)+E(1)-2E(2), J neglected = 0.9167 eV
T = 20 K: kT = 1.723 meV, largest V+ fraction = 5.48e-11
T = 77 K: kT = 6.635 meV, largest V+ fraction = 3.24e-03
U_eff with full correlation = -0.0856 eV
triplet above singlet, n=2: exact = 0.4538 eV, 3E1-J = 0.4500 eV
hopping curvature beta = 1.00 eV/angstrom^2: U_eff = -0.1294 eV
breathing share of U at stiffness K = -0.1667 eV
n=1: K_T/K needed for a stable tetragonal well = 1.566
n=2: K_T/K needed for a stable tetragonal well = 1.517
K_T/K at which global search finds the tetragonal well = 2.0
silicon mass = 28.0855 u, vibrational quantum = 24.40 meV
E1 / vibrational quantum = 6.83
```
